\section*{Temperature extrapolation for gray phonons at a black contact}

\section*{Setting}

Heat flows in a crystal filling $x>0$ toward a contact at $x=0$, held at temperature $T_c$. All phonons have the same speed $v$ and mean free path $\Lambda$, and together they have heat capacity $C$ per volume. Scattering conserves energy and sends phonons equally into all directions. The contact is black: it absorbs every arriving phonon and emits an equilibrium hemisphere at $T_c$. Temperature differences are small, so $C$, $v$ and $\Lambda$ are constants.

Let $\mu$ be the cosine of the angle between a phonon's direction and $+x$. Phonons with cosine in $d\mu$ carry the energy density $\tfrac12 C\,[T_{\rm dir}(x,\mu)-T_c]\,d\mu$ above equilibrium at $T_c$, which defines a directional temperature $T_{\rm dir}$. The local temperature $T(x)$ is its average over $\mu$, so it measures energy density.

\section*{(a) The transport problem}

\textit{Write the steady transport equation in dimensionless form. Find the solution far from the contact and the bulk conductivity.}

Use the depth $\tau=x/\Lambda$. Far away $T$ has a constant slope $T'$. Divide all temperature deviations from $T_c$ by $T'\Lambda$; call the directional deviation $g(\tau,\mu)$ and the local one $\theta(\tau)$. Along a ray, $g$ relaxes toward $\theta$ over one mean free path:
\begin{equation}
\mu\,\partial_\tau g=\theta-g,\qquad \theta=\tfrac12\int_{-1}^{1}g\,d\mu,\qquad g(0,\mu>0)=0 .
\label{bte}
\end{equation}
The second relation expresses energy conservation, and the third says that emission at $T_c$ has no deviation. This is Milne's problem, which also describes radiation leaving a scattering atmosphere.

Far from the contact try $g=\tau+q_\infty-\mu$, with $q_\infty$ a constant. Its average is $\theta=\tau+q_\infty$. The left side of the transport equation is $\mu$, and so is $\theta-g$. The reduced flux is
\begin{equation}
F=\tfrac12\int_{-1}^{1}\mu g\,d\mu=-\tfrac12\int_{-1}^{1}\mu^2d\mu=-\tfrac13 .
\end{equation}
The physical flux is $Cv\,T'\Lambda F=-\tfrac13Cv\Lambda\,T'$, so $k=Cv\Lambda/3$. The minus sign means flow toward the contact. The bulk equation leaves $q_\infty$ free; the contact must fix it.

\section*{(b) What the constant measures}

\textit{Relate $q_\infty$ to the phonons that reach the contact. What value follows if they arrive isotropically?}

Averaging \eqref{bte} over $\mu$ gives $dF/d\tau=0$, so $F=-\tfrac13$ at every depth. Multiply \eqref{bte} by $\mu/2$ and integrate. The term in $\theta$ is odd in $\mu$ and vanishes, leaving
\begin{equation}
\frac{dK}{d\tau}=-F=\frac13,\qquad K=\tfrac12\int_{-1}^{1}\mu^2g\,d\mu .
\end{equation}
The far solution has $K=(\tau+q_\infty)/3$. This fixes the integration constant, so the expression holds at every depth, including inside the boundary layer.

At the wall only arriving phonons contribute. Let $G(\mu)=g(0,-\mu)$ for $0<\mu\le1$. Then $\tfrac12\int_0^1\mu^2G\,d\mu=q_\infty/3$ and $\tfrac12\int_0^1\mu G\,d\mu=1/3$, so
\begin{equation}
q_\infty=\frac{\int_0^1\mu^2G\,d\mu}{\int_0^1\mu G\,d\mu}.
\label{mean}
\end{equation}
The constant is the mean cosine of the arriving phonons, weighted by the energy flux they bring in excess of equilibrium at $T_c$. A constant $G$ gives $(1/3)/(1/2)=2/3$. If $\theta$ rises with depth, phonons near normal incidence come from deeper, warmer places; $G$ then rises with $\mu$, and the mean cosine exceeds $2/3$.

\section*{(c) Reduction to one function}

\textit{Express $G$ through $\theta$, and derive a closed relation for the Laplace transform of $\theta$.}

Integrating \eqref{bte} along rays, with $0<m\le1$, gives
\begin{align}
g(\tau,-m)&=\int_\tau^\infty\theta(s)\,e^{-(s-\tau)/m}\,\frac{ds}{m},\\
g(\tau,m)&=\int_0^\tau\theta(s)\,e^{-(\tau-s)/m}\,\frac{ds}{m}.
\end{align}
Averaging over directions yields the integral equation
\begin{equation}
\theta(\tau)=\tfrac12\int_0^\infty E_1(|\tau-s|)\,\theta(s)\,ds,\qquad E_1(z)=\int_0^1e^{-z/m}\frac{dm}{m}.
\label{milne}
\end{equation}
Define $\Theta(p)=\int_0^\infty\theta e^{-p\tau}d\tau$ and $S(p)=p\,\Theta(p)$. The first ray formula at $\tau=0$ says $G(\mu)=S(1/\mu)$.

Now transform \eqref{bte} for $0<{\rm Re}\,p<1$. With $\hat g$ the transform of $g$,
\begin{equation}
\mu\,[p\hat g-g(0,\mu)]=\Theta-\hat g
\quad\Rightarrow\quad
\hat g=\frac{\Theta+\mu g(0,\mu)}{1+p\mu}.
\end{equation}
The denominator vanishes only for real $p$ with $|p|\ge1$, outside the strip. Average over $\mu$, using $\tfrac12\int_{-1}^1d\mu/(1+p\mu)={\rm artanh}(p)/p$. In the wall term only $\mu<0$ survives, and replacing $\mu$ by $-\mu$ produces a minus sign:
\begin{equation}
\Theta D=-J,\quad D(p)=1-\frac{{\rm artanh}\,p}{p},\quad J(p)=\tfrac12\int_0^1\frac{\mu G(\mu)}{1-p\mu}\,d\mu .
\label{wh}
\end{equation}
There are two unknowns, $\Theta$ and $J$, but one equation. The missing information is analyticity. Since $\theta$ grows linearly, $S$ is analytic for ${\rm Re}\,p>0$; $J$ is analytic for ${\rm Re}\,p<1$.

\section*{(d) Splitting the kernel}

\textit{Write $D$ as a product of factors that are analytic and free of zeros in overlapping half-planes.}

Combining $\mu$ and $-\mu$ gives $D=-p^2\int_0^1\mu^2d\mu/(1-p^2\mu^2)$. Remove the double zero at $p=0$ while keeping the limit 1 at infinity:
\begin{equation}
\Phi(p)=\frac{p^2-1}{p^2}D(p)=(1-p^2)\int_0^1\frac{\mu^2\,d\mu}{1-p^2\mu^2}.
\end{equation}
This function is even, $\Phi(0)=1/3$, and $\ln\Phi$ falls off as $1/|p|$. It has no zero in the strip $|{\rm Re}\,p|<1$. If $p^2$ is not real, the imaginary part of the integrand has the sign of ${\rm Im}\,p^2$ for all $\mu$, so the integral cannot vanish. If $p^2$ is real, then $p^2<1$ in the strip and the integrand is positive. Hence $\ln\Phi$ is analytic there.

Apply Cauchy's formula to $\ln\Phi$ between the lines ${\rm Re}\,z=\pm a$, with $a<1$. The far ends contribute nothing. Define the contribution of the left line, which is traversed downward, as
\begin{equation}
\ln\Phi_+(p)=-\frac1{2\pi i}\int_{-a-i\infty}^{-a+i\infty}\frac{\ln\Phi(z)}{z-p}\,dz ,
\end{equation}
analytic for ${\rm Re}\,p>-a$. Substituting $z\to-z$ and using evenness turns the right-line contribution into $\ln\Phi_+(-p)$. Therefore $\Phi(p)=\Phi_+(p)\Phi_+(-p)$. Since $a$ may be taken as close to 1 as desired, $\Phi_+$ is analytic and nonzero for ${\rm Re}\,p>-1$.

For ${\rm Re}\,p>0$ the line can be moved to $z=ik$. The part of the integrand odd in $k$ cancels, leaving
\begin{equation}
\ln\Phi_+(p)=\frac p\pi\int_0^\infty\frac{\ln\Phi(ik)}{p^2+k^2}\,dk,\quad
\Phi(ik)=\frac{1+k^2}{k^2}\Big(1-\frac{\arctan k}{k}\Big).
\label{plus}
\end{equation}
At the origin $\Phi_+(0)^2=1/3$, and the positive root applies because \eqref{plus} is real for $p>0$. For large $|p|$ in the right half-plane, $\Phi_+\to1$.

\section*{(e) Wall temperature and extrapolation constant}

\textit{Solve for $S(p)$. Find $\theta(0)$ and $q_\infty$, and determine how quickly the boundary layer dies out.}

Insert $D=p^2\Phi/(p^2-1)$ and $\Theta=S/p$ into \eqref{wh}, then put each factor on its own side:
\begin{equation}
\frac{p\,S(p)\,\Phi_+(p)}{1+p}=\frac{(1-p)\,J(p)}{\Phi_+(-p)} .
\label{entire}
\end{equation}
The left side is analytic for ${\rm Re}\,p>0$, the right side for ${\rm Re}\,p<1$. They agree in the strip, so together they form one entire function.

This function is bounded. For ${\rm Re}\,p\ge\frac12$, integration by parts gives $S=\theta(0)+\int_0^\infty\theta'e^{-p\tau}d\tau$, which is bounded because $\theta'$ is integrable at the wall: by \eqref{milne} it diverges there only as $\tfrac12\theta(0)E_1(\tau)$, that is, logarithmically. For ${\rm Re}\,p\le\frac12$,
\begin{equation}
\frac{\mu\,|1-p|}{|1-p\mu|}=\frac{|1-p|}{|1/\mu-p|}\le1 ,
\end{equation}
because $1/\mu\ge1$ lies no closer to $p$ than 1 does. Thus $|(1-p)J|\le\frac12\int_0^1|G|\,d\mu$, and $1/\Phi_+(-p)$ is bounded there too. By Liouville's theorem both sides of \eqref{entire} equal a constant $c$:
\begin{equation}
S(p)=\frac{c\,(1+p)}{p\,\Phi_+(p)} .
\end{equation}
As $p\to\infty$, $S\to\theta(0)$, so $c=\theta(0)$. As $p\to0$, the far form $\theta=\tau+q_\infty$ requires $S=1/p+q_\infty+\dots$. The leading term gives $c/\Phi_+(0)=1$, hence
\begin{equation}
\theta(0)=c=\frac1{\sqrt3}=0.5774 .
\end{equation}
Expanding to the next order gives $q_\infty=1-(\ln\Phi_+)'(0)$.

To find the derivative, separate $\ln\Phi(0)=-\ln3$ in \eqref{plus}, using $(p/\pi)\int_0^\infty dk/(p^2+k^2)=\frac12$:
\begin{equation}
\ln\Phi_+(p)=-\tfrac12\ln3+\frac p\pi\int_0^\infty\frac{\ln[3\Phi(ik)]}{p^2+k^2}\,dk .
\end{equation}
At small $k$, $3\Phi(ik)=1+\frac25k^2+\dots$, so after division by $p$ the limit $p\to0$ is finite:
\begin{equation}
(\ln\Phi_+)'(0)=\frac1\pi\int_0^\infty\frac{\ln[3\Phi(ik)]}{k^2}\,dk .
\end{equation}
The factor $1+k^2$ inside $\Phi(ik)$ contributes, by parts,
\begin{equation}
\frac1\pi\int_0^\infty\frac{\ln(1+k^2)}{k^2}dk=\frac1\pi\int_0^\infty\frac{2\,dk}{1+k^2}=1 .
\end{equation}
This cancels the 1 in $q_\infty$, and what remains is
\begin{equation}
q_\infty=\frac1\pi\int_0^\infty\ln\!\left[\frac{k^2}{3\,(1-\arctan k/k)}\right]\frac{dk}{k^2}=0.71045 .
\label{qinf}
\end{equation}

The full transform is $\Theta=(1+p)/[\sqrt3\,p^2\Phi_+(p)]$. To the right of ${\rm Re}\,p=-1$ its one singularity is the double pole at $p=0$, which yields $\tau+q_\infty$. Moving the inversion contour to ${\rm Re}\,p=-b$ shows that the rest decays at least as fast as $e^{-b\tau}$ for any $b<1$. This justifies the assumed far form.

A direct solution of \eqref{bte} with 32 directions per hemisphere also gives 0.71045 and 0.57735. In that solution $\theta-\tau$ is 0.6985 at one mean free path, 1.7\% below $q_\infty$, and 0.7104 at five.

\section*{(f) Meaning for the temperature profile}

\textit{Restore units. Which temperature step should a diffusive calculation use at the contact?}

Multiplying by $T'\Lambda$ gives, beyond the boundary layer,
\begin{equation}
T(x)=T_c+T'(x+\ell),\qquad \ell=q_\infty\Lambda=0.7104\,\Lambda .
\end{equation}
The diffusive line reaches $T_c$ at a distance $\ell$ behind the contact. At $x=0$ it lies $0.7104\,T'\Lambda$ above $T_c$, whereas the actual local temperature lies $0.5774\,T'\Lambda$ above it. The actual profile bends below the line near the wall. To see why, note from part (b) that $q_\infty=3K(0)$, so $\theta(0)-q_\infty=\tfrac12\int_0^1(1-3\mu^2)\,G\,d\mu$. The factor $1-3\mu^2$ integrates to zero and is negative at large $\mu$, where $G$ is largest, so the difference is negative. A calculation that uses Fourier's law right up to the wall needs the larger, extrapolated step; the actual step would give the wrong flux.

\section*{(g) Reflection and a second contact}

\textit{Let the contact diffusely reflect a fraction $r$ of the arriving energy. Then return to black contacts and find the effective conductivity of a layer of thickness $L$ between two of them.}

The contact now emits only the fraction $1-r$ of black emission at $T_c$, and the reflected part fills the hemisphere evenly. Phonons leaving the wall therefore have a constant deviation $g_b$. Subtracting $g_b$ from the whole solution restores the black problem, so the extrapolation constant is $q_\infty+g_b$.

Let $J_{\rm in}$ be the arriving reduced flux. The outgoing flux is $\frac12\int_0^1\mu g_b\,d\mu=g_b/4$, which equals $rJ_{\rm in}$. The net flux is $(1-r)J_{\rm in}=1/3$. Therefore
\begin{equation}
\frac{\ell}{\Lambda}=q_\infty+\frac43\,\frac{r}{1-r} .
\label{reflect}
\end{equation}
For $r=\frac12$ this gives 2.0438, and solving the transport equation with the reflecting condition gives the same value. As $r\to1$ the contact insulates and $\ell$ diverges.

For a layer between black contacts, extrapolate at both ends. If the boundary layers do not overlap, the total temperature difference is $\Delta T=T'(L+2\ell)$. The flux magnitude $kT'$ defines $k_{\rm eff}=kT'L/\Delta T$, so
\begin{equation}
k_{\rm eff}=\frac{k}{1+2q_\infty\Lambda/L} .
\label{keff}
\end{equation}
The layer was also solved numerically from the finite-thickness version of \eqref{milne}, with emission from the hot contact as a source:

\begin{center}
\begin{tabular}{cccc}
$L/\Lambda$ & solved $k_{\rm eff}/k$ & Eq.~\eqref{keff} & with $2/3$\\
1 & 0.4151 & 0.4131 & 0.4286\\
2 & 0.5851 & 0.5846 & 0.6000\\
5 & 0.7787 & 0.7787 & 0.7895
\end{tabular}
\end{center}

Relative to the solved value, \eqref{keff} is 0.5\% low at $L=\Lambda$, while the isotropic estimate $2/3$ is 3\% high.

The opposite limit, $L\ll\Lambda$, exposes the failure of \eqref{keff}. Phonons then cross without scattering, each contact emits $CvT/4$, and the true result is $k_{\rm eff}=CvL/4$. Equation \eqref{keff} gives $kL/(2q_\infty\Lambda)=CvL/(6q_\infty)$, which is 6\% too small. Replacing $q_\infty$ by $2/3$ restores the ballistic limit but spoils the approach to the diffusive one. No single constant in this formula serves both limits.

\section*{(h) A silicon layer}

\textit{Apply the result to a 200 nm silicon layer near 300 K with 2 K across it, and judge the assumptions.}

Rough typical inputs are $k=150$ W/(m K), $C=1.6$ MJ/(m$^3$ K) and $v=6000$ m/s. Then
\begin{align}
\Lambda&=\frac{3k}{Cv}=\frac{3\times150}{1.6\times10^6\times6000}\ {\rm m}=46.9\ {\rm nm},\\
\ell&=0.7104\times46.88\ {\rm nm}=33.3\ {\rm nm},\\
k_{\rm eff}&=\frac{150}{1+2\times33.3/200}=112.5\ {\rm W/(m\,K)}.
\end{align}
The slope of the diffusive line is $2\ {\rm K}/(200+66.6)\ {\rm nm}=7.50$ mK/nm, and the heat flux is $kT'=1.13$ GW/m$^2$. Each extrapolated step is 0.250 K, while each actual wall step is 0.203 K. Here $L/\Lambda=4.3$, and the numerical layer solution also gives 112.5 W/(m K).

These numbers describe a model limit; a real silicon device departs from it in at least three large ways. The first lies in the inputs. The value of $C$ includes optical phonons, which carry little heat, and $v$ is close to the speed of sound, although dispersion makes many heat-carrying phonons slower. Counting acoustic phonons only, with rough values $C=0.93$ MJ/(m$^3$ K) and $v=1804$ m/s, the same bulk $k$ gives $\Lambda=268$ nm and $k_{\rm eff}$ of about 52 W/(m K). The figures above therefore illustrate the formula; they do not predict the conductivity of a real layer.

The second is the spread of mean free paths. Take a classical Debye spectrum with mean free path proportional to $\omega^{-2}$, where $\omega$ is the phonon frequency, and keep $C$, $v$ and the bulk $k$ fixed. The path is then 15.6 nm at the highest frequency and unbounded at low frequency. With all modes relaxing toward one local temperature, the same 200 nm layer has $k_{\rm eff}=89$ W/(m K), so the gray value is 26\% higher than the spectral one. The apparent length $\frac12L(k/k_{\rm eff}-1)$ is 68 nm for this layer and about 160 nm for one ten times thicker. In this spectrum, then, one fixed extrapolation length does not describe both layers. The spectrum is only illustrative. The classical weighting is used below the Debye temperature, about 650 K for this speed. Paths longer than 1 $\mu$m carry only a fraction $\sqrt{15.6/1000}\approx1/8$ of $k$, less than in real silicon. The 26\% is therefore not an estimate for a real layer.

The third is the contact. A metal film on silicon reflects or blocks much of the heat. For a rough conductance $h=200$ MW/(m$^2$ K), defined by the extrapolated step, $\ell=k/h=750$ nm. By \eqref{reflect} this corresponds to $r=0.92$ for $\Lambda=46.9$ nm, but to $r=0.61$ for the acoustic-only $\Lambda=268$ nm, so the inferred reflectivity depends on the gray inputs. Two such contacts would lower $k_{\rm eff}$ to $150/(1+1500/200)=17.6$ W/(m K), far below the black-contact value. Nor is a plain continuation of the silicon a black contact: at this flux it would carry a temperature gradient of its own and would not emit an equilibrium hemisphere. The model needs reservoirs that absorb without reflection and stay uniform in temperature.

Two other effects are smaller. If $k$ varies as $1/T$, the full 2 K between the contacts would change it by 0.67\%; the smaller temperature difference inside the layer changes it by less. The thermal wavelength $2\pi\hbar v/(k_BT)=0.96$ nm, with $k_B$ Boltzmann's constant, is about one fiftieth of $\Lambda$, which supports treating phonons as particles between collisions. Directional anisotropy, momentum-conserving collisions and scattering from side walls are left out and have not been sized here. The remaining figures are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
q_inf from the integral: 0.7104461 (mean free paths)
q_inf from 32 discrete ordinates: 0.7104461
wall step, ordinates: 0.5773503; 1/sqrt(3): 0.5773503
mean cosine of arriving phonons: 0.7104461
half the first moment of G: 0.3333333 (expected 1/3)
largest error of G for mu > 0.1: 1.1e-09
largest integral-equation residual: 5.3e-11
depth 0.0 mfp: theta - tau = 0.57735
depth 0.1 mfp: theta - tau = 0.62792
depth 0.5 mfp: theta - tau = 0.68029
depth 1.0 mfp: theta - tau = 0.69854
depth 2.0 mfp: theta - tau = 0.70792
depth 5.0 mfp: theta - tau = 0.71040
reflectivity 0.5: ell/mfp solved 2.04378, formula 2.04378
slab L/mfp = 1: k_eff/k solved 0.41505, formula 0.41307, with 2/3: 0.42857
slab L/mfp = 2: k_eff/k solved 0.58509, formula 0.58464, with 2/3: 0.60000
slab L/mfp = 5: k_eff/k solved 0.77873, formula 0.77871, with 2/3: 0.78947
Example: silicon layer, rough typical inputs
bulk conductivity: 150 W/(m K)
heat capacity: 1.6 MJ/(m^3 K)
phonon speed: 6000 m/s
temperature: 300 K; difference: 2.0 K
thickness: 200 nm
gray mean free path: 46.88 nm
thickness / mean free path: 4.267
extrapolation length: 33.30 nm
k_eff, formula: 112.53 W/(m K)
k_eff, slab solution: 112.53 W/(m K)
interior gradient: 7.502 mK/nm
extrapolated step per contact: 0.2498 K
actual wall step per contact: 0.2030 K
heat flux: 1125.3 MW/m^2
Neglected effects
shortest path in Debye spectrum: 15.62 nm
spectral k_eff at 200 nm: 89.1 W/(m K)
apparent ell at 200 nm: 68.3 nm
spectral k_eff at 2000 nm: 129.3 W/(m K)
apparent ell at 2000 nm: 160 nm
metal contact conductance, rough: 200 MW/(m^2 K)
its extrapolation length: 750 nm
equivalent diffuse reflectivity: 0.920
k_eff with two metal contacts: 17.6 W/(m K)
k change across layer if k ~ 1/T: 0.67 %
thermal wavelength h v/(k_B T): 0.96 nm
\end{verbatim}
